Survival of an Ion Approaching a Surface with Exponential Neutralisation Rate

**Definitions and conventions**

A flat surface occupies the plane z = 0, and z > 0 is the space outside it. A positive ion comes in from large z. Its speed along the surface normal is v > 0, so that

dz/dt = −v.

If the ion arrives obliquely, v is the normal component of its velocity, not the total speed. Time is counted so that the ion reaches the surface at t = 0; with constant v its height is then z = −vt, and t is negative throughout the approach.

While the ion is charged, an electron of the solid can neutralise it. The probability per unit time for this is

Γ(z) = G exp(−az), with G > 0 and a > 0.

G is the rate at the surface plane and 1/a is the distance over which the rate falls by a factor e. An exponential is the natural first model because electron wave functions decay roughly exponentially outside a solid. The rate is taken to be the same at all lateral positions.

S(z) denotes the probability that the ion is still charged at height z on its way in, with S = 1 at infinity. The quantity sought is P = S(0), and the result is

P = exp(−Λ), Λ = G/(av).

P describes arrival. The hard collision with surface atoms and the outgoing path of a reflected particle are separate problems. In both derivations the ion follows a prescribed classical path.

**First derivation: a balance of probabilities**

Assume that neutralisation has no memory: an ion still charged at time t is neutralised in the next short interval dt with probability Γdt, whatever happened before. Assume also that a neutralised particle stays neutral. To be charged at t + dt, the ion must be charged at t and must escape neutralisation during dt. The two probabilities multiply:

S(t + dt) = S(t)[1 − Γdt].

Subtracting S(t) and dividing by dt gives

dS/dt = −ΓS.

Height is a more convenient variable than time. Since dt = −dz/v,

dS/dz = (dS/dt)(dt/dz) = (−ΓS)(−1/v) = Γ(z)S/v.

The sign is now positive because S is larger farther out. Divide by S and integrate from z to infinity, where ln S = 0:

0 − ln S(z) = ∫_z^∞ Γ(z′)dz′/v,

S(z) = exp[−∫_z^∞ Γ(z′)dz′/v].

For constant v the integral is elementary:

∫_z^∞ G exp(−az′)dz′/v = (G/(av)) exp(−az) = Λ exp(−az).

Therefore

S(z) = exp[−Λ exp(−az)],

and z = 0 gives P = exp(−Λ).

The exponent is a rate multiplied by a time. The ion spends a time of about 1/(av) within one decay length of the surface, where the rate is of order G. A slow ion stays longer and survives less often. As v → 0 at fixed G and a, P tends to zero. For a fast ion with Λ ≪ 1, P ≈ 1 − Λ, and Λ itself is the small probability of neutralisation.

The start at infinity is harmless because the exponential tail has a finite integral. If the ion starts, still charged, at height h, the integral runs from 0 to h and the exponent becomes Λ[1 − exp(−ah)]. A rate with a tail proportional to 1/z would behave differently: its integral grows without limit as the starting height grows, and no ion from infinity would arrive charged.

**Where neutralisation takes place**

The probability of being neutralised between z and z + dz is p(z)dz, where p = dS/dz:

p(z) = (G/v) exp(−az) exp[−Λ exp(−az)].

Its integral over z > 0 is S(∞) − S(0) = 1 − P, as it must be, because a fraction P is never neutralised on the way in. To find the maximum, differentiate the logarithm:

d ln p/dz = −a + aΛ exp(−az).

This vanishes when Λ exp(−az) = 1, that is, at

z_m = ln(Λ)/a.

For Λ > 1 this height lies outside the surface. The derivative is positive below z_m and negative above it, so it is a maximum. There Γ = G/Λ = av and S = 1/e. The most probable height is thus the one where the neutralisation rate equals av, the relative growth rate (1/Γ)dΓ/dt of Γ along the path. Farther out the rate is too small; farther in, few charged ions are left. For Λ ≤ 1 the derivative is negative everywhere outside the surface, and p is largest at z = 0.

P depends on G and a through their ratio alone. A measurement of arrival survival at several speeds could yield G/a from the slope of ln P against 1/v, if the model held, but not G and a separately. The height z_m does distinguish them: doubling both at fixed v leaves Λ unchanged and halves z_m.

**Second derivation: an amplitude leaking into a continuum**

The first derivation took the rate and the absence of memory as given. The second starts from the Schrödinger equation and obtains both in a stated limit.

Let c(t) be the amplitude of the state in which the particle is an ion and the solid is in its initial state. Let b_k(t) be the amplitudes of the states in which the particle is neutral and the solid has been left in a final state k. For Auger neutralisation, one electron fills the ion's empty level and another takes up the released energy; k then labels the resulting excitation. Energies ε_k are measured from the energy of the ionic state. The ionic state is coupled to every k by the same real matrix element V(t), which changes as the ion moves, and couplings among the final states are neglected:

iħ dc/dt = Σ_k V(t)b_k,

iħ db_k/dt = ε_k b_k + V(t)c.

At the start c = 1 and all b_k = 0. The second equation is linear with a source term, and its solution is

b_k(t) = −(i/ħ) ∫_{−∞}^t exp[−iε_k(t − t′)/ħ] V(t′)c(t′)dt′.

Insert this into the first equation, after dividing that equation by iħ. The factors combine as (−i/ħ)(−i/ħ) = −1/ħ²:

dc/dt = −(1/ħ²) ∫_{−∞}^t V(t)V(t′) Σ_k exp[−iε_k(t − t′)/ħ] c(t′)dt′.

The sum over k decides how far back the equation remembers. Let the final states have constant density ρ per unit energy between −B and B. With τ = t − t′,

Σ_k exp(−iε_kτ/ħ) → ρ ∫_{−B}^{B} exp(−iετ/ħ)dε = 2ħρ sin(Bτ/ħ)/τ.

For large B this function is concentrated near τ = 0. If V and c hardly change during a time ħ/B, they can be evaluated at t and taken out of the integral. What remains is

2ħρ ∫_0^∞ sin(Bτ/ħ)dτ/τ = 2ħρ(π/2) = πħρ.

The integral covers positive τ only, which is half of the symmetric peak. Hence

dc/dt = −(πρV²/ħ)c = −(Γ/2)c, Γ = 2πρV²/ħ.

This is the golden-rule rate, here following the coupling from moment to moment. The factor 1/2 belongs to the amplitude; the probability |c|² decays at the full rate Γ.

An exponential rate requires V proportional to exp(−az/2), since Γ contains V². With z = −vt,

Γ(t) = G exp(avt).

The amplitude equation can now be solved directly in time:

ln c(0) = −(1/2) ∫_{−∞}^0 G exp(avt)dt = −G/(2av).

Squaring the amplitude doubles the exponent:

P = |c(0)|² = exp(−G/(av)).

**When the continuum has a finite width**

The second derivation also shows how the result begins to fail. Replace the flat band by a Lorentzian one, in which ρV² is multiplied by w²/(ε² + w²). The half-width is w, and W = w/ħ is the corresponding rate. The Fourier integral of the Lorentzian is πw exp(−Wτ), so the amplitude equation becomes

dc/dt = −∫_0^∞ (W/2) √[Γ(t)Γ(t − τ)] exp(−Wτ)c(t − τ)dτ.

The memory now lasts for a time of about 1/W. Suppose that Γ and av are both much smaller than W. To first order in τ,

√[Γ(t)Γ(t − τ)] = Γ(t) exp(−avτ/2) ≈ Γ(t)(1 − avτ/2),

c(t − τ) ≈ c(t)(1 + Γτ/2).

The weight W exp(−Wτ) has integral 1 and mean τ equal to 1/W. Therefore

dc/dt ≈ −(Γ/2)[1 + (Γ − av)/(2W)]c.

The decay rate of |c|² is twice the coefficient of c. Its integral over the approach uses ∫Γdt = Λ, ∫Γ²dt = G²/(2av) = GΛ/2 and ∫avΓdt = G. The new exponent is

Λ_W ≈ Λ + (G/(4W))(Λ − 2).

Two effects compete. The amplitude was larger in the recent past, which speeds the decay; the coupling was weaker, which slows it. To this order the first wins for Λ > 2.

**Argon ions arriving at copper**

Take argon ions of 500 eV and mass 39.95 u, at normal incidence on a copper sputtering target. The surface plane is placed half a layer spacing outside the top nuclei. The rate parameters are round model values of a plausible atomic scale: G = 4 fs⁻¹ and a = 20 nm⁻¹. The speed follows from the kinetic energy E and mass M:

v = √(2E/M) = 0.0491 nm/fs, or about 49 km/s.

Then av = 0.983 fs⁻¹, and

Λ = 4/0.983 = 4.07, P = exp(−4.07) = 0.017.

In this model about 1.7% of the ions arrive charged. The most probable height of neutralisation is ln(4.07)/20 = 0.070 nm. The survival probability is 0.99 at 0.30 nm, 0.93 at 0.20 nm, 0.58 at 0.10 nm and 0.22 at 0.05 nm. Most of the loss therefore occurs within the last 0.1 nm, where the rate law is least secure.

The amplitude equations give nearly the same number when solved numerically. The continuum was replaced by levels 0.4 fs⁻¹ apart in angular frequency, from −400 to 400 fs⁻¹, and propagated in short steps from t = −12 fs. The result is P = 0.01703, against 0.01708 from the formula. This very wide band represents the mathematical limit, not copper.

With G and a held fixed and forces neglected, P is 1.1 × 10⁻⁴ at 100 eV, 0.056 at 1000 eV and 0.13 at 2000 eV. The value at 100 eV is the least reliable of these: the surface repulsion described below would by itself lower it to about 4 × 10⁻⁵, the image attraction described below would by itself raise it to about 2.6 × 10⁻⁴, and the two together give about 1.5 × 10⁻⁴. Since Λ varies as E^(−1/2), it falls to 1 at 500 × 4.07² eV, or about 8.3 keV. Above that energy the density p(z) is largest at the surface.

**Neglected effects in the example**

Each effect below is applied alone, with the other settings unchanged.

The rate need not keep rising exponentially until contact. Suppose that it is constant below a height s. The outer region contributes Λ exp(−as), and the inner region contributes sG exp(−as)/v = Λas exp(−as). Together,

Λ_s = Λ exp(−as)(1 + as).

For s = 0.05 nm, as = 1 and Λ_s = 4.07 × 2/e = 2.99. P rises to 0.050, about 2.9 times the simple value. This is the largest of the corrections considered here, and its size depends on the assumed s.

Forces change the speed. For a potential energy U(z) that vanishes far away, energy conservation gives v(z) = v√(1 − U/E). The first derivation still applies, with v(z) inside the integral, provided the ion does not turn back:

Λ_U = ∫_0^∞ Γ(z)dz/[v√(1 − U(z)/E)].

Attraction shortens the approach and repulsion lengthens it. The image energy is U = −e²/(16πε₀z), if the image plane is put at z = 0. It is −5.1 eV at the most probable height. Numerical integration gives an exponent of 3.95 and P = 0.019. Since the image law diverges at z = 0, whereas the true attraction stays finite, this overestimates the effect for that choice of image plane.

For repulsion, use the Ziegler-Biersack-Littmark potential between an argon and a copper nucleus a distance r apart:

V_r(r) = [18 × 29 e²/(4πε₀r)] φ(r/ℓ),

φ(x) = 0.18175 exp(−3.1998x) + 0.50986 exp(−0.94229x) + 0.28022 exp(−0.4029x) + 0.02817 exp(−0.20162x).

Here ℓ = 0.88534a₀/(18^0.23 + 29^0.23) = 0.0114 nm, with a₀ the Bohr radius. For a (111) layer with a rough lattice constant of 0.36 nm, there are n = 17.8 atoms per nm², and the top nuclei lie d = 0.104 nm below the surface plane. An atom at lateral distance q is at r² = q² + (z + d)², so q dq = r dr at fixed z. The laterally averaged potential is therefore

U(z) = n ∫_0^∞ V_r 2πq dq = 2πn ∫_{z+d}^∞ V_r(r)r dr.

It reaches 38 eV at z = 0. The exponent becomes 4.14 and P = 0.016. For an ion heading straight at one atom, with that atom's repulsion alone, U reaches 84 eV at z = 0 and P = 0.015. Both reductions, of 7% and 13% relative to the simple P, are modest beside the uncertainty in the rate.

The finite continuum width matters slightly more. Here ħG = 2.6 eV and ħav = 0.65 eV. With a rough Lorentzian half-width of 8 eV, the first-order formula gives a shift of (2.63/32) × 2.07 = 0.17, hence an exponent of 4.24. Numerical solution of the memory equation gives 4.25 and P = 0.014, a reduction of 17%. This holds for a Lorentzian centred on the ionic level. If its centre lies 8 eV away and the golden-rule rate is kept the same, the corresponding solution gives P = 0.024, an increase of 39%. Even the sign of this correction therefore depends on where the ionic level lies in the continuum.

A uniform energy spread of ±50 eV changes the average P by only 0.2%. For one ion the sensitivity is greater: d ln P/d ln E = Λ/2, so a 10% change in energy changes P by about 20%. In the average, the gains and losses nearly cancel.

**The model beside a real target**

Argon ions of a few hundred electronvolts are typical of copper magnetron sputtering, so the energy in the example is ordinary. The parameters G and a are much less certain. An increase of 20% in G, at fixed a and v, adds 0.81 to the exponent and reduces P by a factor of about 2.3. The position of the surface plane matters as well: stopping the count at 0.05 nm instead of zero gives 0.22 instead of 0.017. The exponential rise of the rate down to contact is a further assumption, and the flattened model shows how much depends on it: P rises by a factor of about 3 for s = 0.05 nm and about 11 for s = 0.10 nm. For these parameters the model supports the statement that most ions are neutralised before arrival. It does not fix even the order of magnitude of the surviving fraction.

**What each derivation assumes**

Both derivations assume a classical path, a laterally uniform coupling and, for the simple final formula, constant normal speed. They differ in how they treat the loss of charge.

The balance of probabilities assumes a known rate, independence from the past and no return to the charged state. It does not ask which process supplies the rate. If several independent processes contribute, their rates add, and the argument is otherwise unchanged. It also accommodates a changing speed with little extra work. It cannot say when the concept of an instantaneous rate ceases to apply.

The amplitude derivation assumes a particular Hamiltonian and a broad, flat, initially empty continuum. In return, it derives the rate and the loss of memory. Amplitude does not flow back because the contributions of many final states cancel after a time of about ħ/B. The conditions are that ħΓ and ħav be small compared with the width of the continuum and with the distance from the ionic level to its edges. In the example the first condition is the harder to satisfy near the surface, where ħΓ approaches 2.6 eV while ħav is 0.65 eV.

An initially empty continuum also excludes ionisation by electrons or excitations already present. Ionising the atom again, with the electron placed at the Fermi level, costs roughly 16 − 5 = 11 eV, the argon ionisation energy minus a copper work function. Far from the surface this is about 17 times ħav, the energy scale set by the changing coupling. The image attraction lowers the energy of the ionic state and so narrows the gap: with the image energy of −5.1 eV found above, about 6 eV remains at the most probable height, or 9 times ħav. That height is only about 1.3 Bohr radii from the assumed image plane, where the simple image law already tends to overstate the attraction, so 6 eV is a rough low estimate for this choice of plane. Closer in the law gives a smaller gap still and cannot be trusted. The comparison makes re-ionisation look unlikely on the outer part of the approach, but it is an estimate, not a calculated probability, and it says little about the last few hundredths of a nanometre. It does not cover the hard collision, where energy levels can shift strongly. If re-ionisation occurred at a rate R, the balance would become

dS/dt = −ΓS + R(1 − S),

and the added positive term would raise the charged fraction above exp(−Λ).
